# Acoustic deformation-potential scattering in a silicon valley and the Herring-Vogt relaxation times

## 1. Result

A conduction valley of silicon with unit axis $\mathbf a=\hat{\mathbf z}$ has $E=\tfrac{\hbar^2}{2}[(k_x^2+k_y^2)/m_t+k_z^2/m_l]$, with $\mathbf k$ measured from the minimum and $K=m_l/m_t$. Lower-case $l,t$ label directions along and across the valley axis; capital $L,T$ label phonon branches. In an elastically isotropic medium a long-wave phonon whose wave vector $\mathbf q$ makes the angle $\theta$ with $\mathbf a$ couples to the valley with

$$\Xi_L=\Xi_d+\Xi_u\cos^2\theta,\qquad \Xi_T=\Xi_u\sin\theta\cos\theta, \tag{1}$$

and the second transverse branch does not couple. For elastic intravalley scattering with equipartition of the phonons, the Herring-Vogt relaxation times are

$$\frac1{\tau_i}=P\left[\frac{\Xi_d^2+2A_i\Xi_d\Xi_u+B_i\Xi_u^2}{c_L}+\frac{(A_i-B_i)\,\Xi_u^2}{c_T}\right],\qquad P=\frac{2\pi k_BT}{\hbar}D(E), \tag{2}$$

for $i=l,t$. Here $c_L$, $c_T$ are the longitudinal and shear stiffnesses, $D$ is the density of states of the valley per spin and volume, and $A_i,B_i$ depend on $K$ alone, Eq. (19). Equation (1) needs isotropic elasticity; the cubic form is Eq. (7). The times (2) are the $l=1$ projection of the collision operator and are lower bounds on the transport times of the same Boltzmann equation, Eq. (21). Intervalley scattering, screening and nonparabolicity are left out.

## 2. Coupling of the valley to strain

A displacement field $\mathbf u(\mathbf r)$ that varies slowly on the atomic scale acts locally as the strain $\varepsilon_{ij}=\tfrac12(\partial_iu_j+\partial_ju_i)$. The antisymmetric part of $\partial_iu_j$ is a rigid rotation and leaves the energy of the minimum unchanged. To first order the minimum shifts by $\delta E=\Xi_{ij}\varepsilon_{ij}$ with $\Xi_{ij}$ symmetric; terms that depend on $\mathbf k$ within the valley are neglected. The valley lies on a cube axis and is invariant under the group $C_{4v}$, so $\Xi_{ij}$ is invariant under the rotation $x\to y,\ y\to-x$. This requires $\Xi_{xx}=\Xi_{yy}$, $\Xi_{xy}=-\Xi_{yx}=0$, and $\Xi_{xz}=\Xi_{yz}=-\Xi_{xz}=0$. Two constants remain, $\Xi_{xx}=\Xi_d$ and $\Xi_{zz}=\Xi_d+\Xi_u$:

$$\delta E=\Xi_d\,\mathrm{tr}\,\varepsilon+\Xi_u\,\mathbf a\cdot\varepsilon\cdot\mathbf a. \tag{3}$$

A piezoelectric coupling would need a third-rank tensor. Such a tensor changes sign under inversion, and silicon has an inversion centre, so it vanishes.

For $\mathbf u=u_q\,\mathbf e\,e^{i\mathbf q\cdot\mathbf r}$ with unit polarization $\mathbf e$, the strain is $\varepsilon_{ij}=\tfrac i2u_q(q_ie_j+q_je_i)e^{i\mathbf q\cdot\mathbf r}$. Its trace carries $i\,\mathbf q\cdot\mathbf e$ and its $zz$ element $i(\mathbf a\cdot\mathbf q)(\mathbf a\cdot\mathbf e)$, so

$$\delta E=iqu_q\,(\mathbf g\cdot\mathbf e)\,e^{i\mathbf q\cdot\mathbf r},\qquad \mathbf g=\Xi_d\hat{\mathbf q}+\Xi_u(\mathbf a\cdot\hat{\mathbf q})\,\mathbf a. \tag{4}$$

The polarizations follow from $\rho\ddot u_i=c_{ijkl}\partial_j\partial_lu_k$, with $\rho$ the mass density. A plane wave with $\omega=v_\lambda q$ obeys

$$\Gamma\,\mathbf e_\lambda=\rho v_\lambda^2\,\mathbf e_\lambda,\qquad \Gamma_{ik}=c_{ijkl}\hat q_j\hat q_l. \tag{5}$$

For the isotropic tensor $c_{ijkl}=(c_L-2c_T)\delta_{ij}\delta_{kl}+c_T(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})$ the contraction gives $\Gamma_{ik}=c_T\delta_{ik}+(c_L-c_T)\hat q_i\hat q_k$. The eigenvector $\hat{\mathbf q}$ has eigenvalue $c_L$, and (4) gives $\mathbf g\cdot\hat{\mathbf q}=\Xi_d+\Xi_u\cos^2\theta$. Every vector normal to $\hat{\mathbf q}$ has eigenvalue $c_T$. One transverse polarization is chosen in the plane of $\mathbf a$ and $\mathbf q$, with $\mathbf a\cdot\mathbf e=\sin\theta$; then $\mathbf g\cdot\mathbf e=\Xi_u\cos\theta\sin\theta$. The other is normal to both $\mathbf a$ and $\hat{\mathbf q}$, hence to $\mathbf g$. This is Eq. (1). A shear wave changes no volume, which is why $\Xi_d$ is absent from $\Xi_T$.

## 3. Transition rate

Each quantized mode has amplitude $(\hbar/2\rho V\omega)^{1/2}$ in the volume $V$. The transition $\mathbf k\to\mathbf k'=\mathbf k+\mathbf q$ occurs by absorption of the phonon $\mathbf q$, with weight $N$, or emission of $-\mathbf q$, with weight $N+1$; both have the same $\omega$ and the same $\Xi_\lambda^2=(\mathbf g\cdot\mathbf e_\lambda)^2$. The overlap of the periodic Bloch factors is set to one, as $q$ is small. With $x=\hbar\omega/k_BT\ll1$ the phonon energy is dropped from the energy delta function and $2N+1=\coth(x/2)\to2/x$, so the squared matrix elements add to

$$\frac{\hbar q^2\Xi_\lambda^2}{2\rho V\omega}\cdot\frac{2k_BT}{\hbar\omega}=\frac{k_BT\,\Xi_\lambda^2}{V\rho v_\lambda^2}. \tag{6}$$

Since $\Gamma^{-1}=\sum_\lambda\mathbf e_\lambda\mathbf e_\lambda^{\mathsf T}/\rho v_\lambda^2$, the golden rule summed over branches is

$$W_{\mathbf k\mathbf k'}=\frac{2\pi k_BT}{\hbar V}\,w(\hat{\mathbf q})\,\delta(E-E'),\qquad w=\mathbf g\cdot\Gamma^{-1}\cdot\mathbf g. \tag{7}$$

The rate depends on the direction of $\mathbf q$, not on its length, and is even in $\mathbf q$. For isotropic elasticity

$$w=\frac{(\Xi_d+\Xi_u\cos^2\theta)^2}{c_L}+\frac{\Xi_u^2\cos^2\theta\,(1-\cos^2\theta)}{c_T}. \tag{8}$$

The size of the neglected terms can be seen at fixed $\omega$ and $E=k_BT$, where the final-state densities are $D_\pm\propto\sqrt{1\pm x}=1\pm x/2-x^2/8$. The count is $ND_++(N+1)D_-=(N+\tfrac12)(D_++D_-)+\tfrac12(D_--D_+)$. With $N+\tfrac12=1/x+x/12$ it becomes $2/x+x/6-x/4-x/2$, and relative to the equipartition value $2/x$ the change is

$$x^2\left(\tfrac1{12}-\tfrac18-\tfrac14\right)=-\tfrac7{24}x^2. \tag{9}$$

This is an indicator, not a correction to $\tau_i$. On the shell $E=k_BT$ the transfer scales as $T^{1/2}$, so $x\propto T^{-1/2}$ and (7) fails at low temperature.

## 4. Mapping to a sphere and projection

The Herring-Vogt scaling $k_i^*=k_i(m_0/m_i)^{1/2}$, with any mass $m_0$, gives $E=\hbar^2k^{*2}/2m_0$ and $d^3k=(m_lm_t^2/m_0^3)^{1/2}d^3k^*$. With $\sum_{\mathbf k'}\to V\int d^3k'/(2\pi)^3$, the delta function contributes $m_0/\hbar^2k^*$, and $k^*=\sqrt{2m_0E}/\hbar$, so

$$\frac1V\sum_{\mathbf k'}\delta(E-E')\to D\int\frac{d\Omega'}{4\pi},\qquad D=\frac{4\pi}{(2\pi)^3}\sqrt{\frac{m_lm_t^2}{m_0^3}}\,\frac{m_0k^*}{\hbar^2}=\frac{\sqrt{2m_lm_t^2E}}{2\pi^2\hbar^3}. \tag{10}$$

Spin is conserved, so one spin is counted. Let $\mathbf s,\mathbf s'$ be the unit vectors along $\mathbf k^*,\mathbf k'^*$, let $\mathbf s'-\mathbf s=Q\,\mathbf n$ with $|\mathbf n|=1$, and $\nu=n_z$. The true transfer has $q_z\propto\sqrt{m_l}\,\nu$ and $q_\perp\propto\sqrt{m_t}\sqrt{1-\nu^2}$, hence

$$\cos^2\theta=\frac{K\nu^2}{1+\alpha\nu^2},\qquad \alpha=K-1. \tag{11}$$

For $K>1$ the transfers are tilted toward the valley axis.

In a weak field $\mathbf F$ an electron of charge $-e$ has $f=f_0(E)+f_1$, and the steady linear Boltzmann equation reads $Cf_1=e\,\mathbf F\cdot\mathbf v\,\partial f_0/\partial E$. Because $W$ is elastic and symmetric, the collision operator is

$$C\phi(\mathbf s)=\int\frac{d\Omega'}{4\pi}\,S(\mathbf n)\,[\phi(\mathbf s)-\phi(\mathbf s')],\qquad S=Pw. \tag{12}$$

On the shell $v_i=\hbar k_i/m_i\propto s_i$. For a field along $i$ the source is proportional to $s_i$, and the current is the projection of $f_1$ on $s_i$. With $(\phi,\chi)=\int d\Omega\,\phi\chi$ the transport time of the equation is $\tau_i^{\rm full}=(s_i,C^{-1}s_i)/(s_i,s_i)$. The Herring-Vogt approximation takes $f_1\propto s_i$ and projects the equation on $s_i$:

$$\frac1{\tau_i}=\frac{(s_i,Cs_i)}{(s_i,s_i)},\qquad (s_i,s_i)=\frac{4\pi}3. \tag{13}$$

Exchanging $\mathbf s\leftrightarrow\mathbf s'$ turns $\mathbf n$ into $-\mathbf n$ and leaves $S$ unchanged. Averaging the two forms gives

$$(\phi,C\chi)=\frac1{8\pi}\iint d\Omega\,d\Omega'\,S(\mathbf n)\,[\phi(\mathbf s')-\phi(\mathbf s)][\chi(\mathbf s')-\chi(\mathbf s)]. \tag{14}$$

## 5. Reduction to one angular average

Since $S$ depends on $\mathbf n$, the pair $(\mathbf s,\mathbf s')$ is traded for $\mathbf n$, $Q$ and the azimuth $\psi$ of $\mathbf s$ about $\mathbf n$. Write $d\Omega'=d^3s'\,\delta(|\mathbf s'|-1)$ and $d^3s'=Q^2dQ\,d\Omega_n$ at fixed $\mathbf s$; then at fixed $\mathbf n$ put $d\Omega=d\eta\,d\psi$ with $\eta=\mathbf s\cdot\mathbf n$. From $|\mathbf s'|^2=1+2Q\eta+Q^2$ the root is $\eta=-Q/2$, which needs $Q\le2$, and there $\partial|\mathbf s'|/\partial\eta=Q$. The $\eta$ integral gives $1/Q$:

$$d\Omega\,d\Omega'=Q\,dQ\,d\Omega_n\,d\psi,\qquad \mathbf s\cdot\mathbf n=-\tfrac Q2,\quad \mathbf s'\cdot\mathbf n=+\tfrac Q2. \tag{15}$$

The total, $2\cdot4\pi\cdot2\pi=(4\pi)^2$, is correct. In (14) with $\phi=\chi=s_i$ the brackets give $Q^2n_i^2$, and $\int_0^2Q^3dQ=4$, so $(s_i,Cs_i)=\tfrac1{8\pi}\cdot2\pi\cdot4\int d\Omega_nSn_i^2$. With $\langle\cdot\rangle=\int d\Omega_n/4\pi$, Eq. (13) becomes

$$\frac1{\tau_i}=3\,\langle n_i^2\,S(\mathbf n)\rangle \tag{16}$$

for any even $S$. The out-scattering rate averaged over the shell is $(4\pi)^{-2}\iint S=(4\pi)^{-2}\cdot2\cdot2\pi\int d\Omega_nS=\langle S\rangle$, and $\sum_in_i^2=1$ gives the sum rule

$$\tfrac13\left(\tau_l^{-1}+2\tau_t^{-1}\right)=\langle S\rangle. \tag{17}$$

For isotropic elasticity $S$ depends on $\nu^2$ alone. The azimuthal mean of $n_x^2$ is $(1-\nu^2)/2$, so (16) is an integral over $0\le\nu\le1$ with the normalized weights $p_l=3\nu^2$, $p_t=\tfrac32(1-\nu^2)$. Expanding (8) yields (2) with $A_i=\int_0^1p_i\cos^2\theta\,d\nu$ and $B_i=\int_0^1p_i\cos^4\theta\,d\nu$.

Put $y=1/(1+\alpha\nu^2)$, so that $\alpha\nu^2y=1-y$ and $\cos^2\theta=(K/\alpha)(1-y)$. From $d(\nu y)/d\nu=y-2\alpha\nu^2y^2=2y^2-y$, integrated from 0 to 1, follows $1/K=2J-L$, where

$$L=\int_0^1y\,d\nu=\frac{\arctan\sqrt\alpha}{\sqrt\alpha},\qquad J=\int_0^1y^2d\nu=\frac12\left(\frac1K+L\right). \tag{18}$$

Also $\int_0^1\nu^2y\,d\nu=(1-L)/\alpha$ and $\int_0^1\nu^2y^2d\nu=(L-J)/\alpha$. Inserting $1-y$ and $(1-y)^2=1-2y+y^2$, and using $p_t=\tfrac32-\tfrac12p_l$,

$$\begin{aligned}A_l&=\frac{3K}\alpha\left[\frac13-\frac{1-L}\alpha\right],& B_l&=\frac{3K^2}{\alpha^2}\left[\frac13-\frac{2(1-L)}\alpha+\frac{L-J}\alpha\right],\\ A_t&=\frac{3K}{2\alpha}(1-L)-\frac{A_l}2,& B_t&=\frac{3K^2}{2\alpha^2}(1-2L+J)-\frac{B_l}2.\end{aligned} \tag{19}$$

Three limits follow. For $\Xi_u=0$ both times equal $c_L/P\Xi_d^2$, the single-constant result with the density-of-states mass. For $K=1$, $\cos^2\theta=\nu^2$ and direct integration gives $A_l=3/5$, $B_l=3/7$, $A_t=1/5$, $B_t=3/35$: the times in general differ although the masses do not. For $K\to\infty$, $L$ and $J$ vanish and all four coefficients tend to one; the transfers lie along the axis, the shear term drops out, and $\tau_l=\tau_t=c_L/P(\Xi_d+\Xi_u)^2$.

The numerator of the longitudinal-phonon term equals $(\Xi_d+A_i\Xi_u)^2+(B_i-A_i^2)\Xi_u^2$, so $\tau_i$ is largest at $\Xi_d=-A_i\Xi_u$. The $\Xi_d^2$ terms cancel in the difference

$$\frac1{\tau_l}-\frac1{\tau_t}=P\,\Xi_u\left[\frac{2(A_l-A_t)\Xi_d+(B_l-B_t)\Xi_u}{c_L}+\frac{(A_l-B_l-A_t+B_t)\Xi_u}{c_T}\right], \tag{20}$$

which is linear in $\Xi_d$. The ratio $\tau_l/\tau_t$ therefore passes through one at a single finite $\Xi_d$ and tends to one as $|\Xi_d/\Xi_u|\to\infty$.

## 6. What the projection leaves out

By (14), $C$ is symmetric, and $(\phi,C\phi)>0$ unless $\phi$ is constant, because $S>0$ almost everywhere. An even $S$ conserves parity, so $C$ is positive definite on the odd functions, where the source lies. For the normalized harmonic $Y_1\propto s_i$ the Cauchy-Schwarz inequality gives $1=(C^{1/2}Y_1,C^{-1/2}Y_1)^2\le(Y_1,CY_1)(Y_1,C^{-1}Y_1)$, that is

$$\tau_i^{\rm full}\ge\tau_i, \tag{21}$$

with equality when $Y_1$ is an eigenfunction of $C$. The mixing with a real normalized harmonic $Y_l$ of odd $l$ follows from (14) and (15) with $\sigma=Q/2$, $Q\,dQ=4\sigma\,d\sigma$. As $Y_1$ is linear, $Y_1(\mathbf s')-Y_1(\mathbf s)=2\sigma Y_1(\mathbf n)$, independent of $\psi$. The $\psi$ average of $Y_l(\mathbf s')$ is a harmonic of degree $l$ symmetric about $\mathbf n$ that equals $Y_l(\mathbf n)$ at $\mathbf s'=\mathbf n$; it is $P_l(\sigma)Y_l(\mathbf n)$. For $\mathbf s$ it is $P_l(-\sigma)Y_l(\mathbf n)=-P_l(\sigma)Y_l(\mathbf n)$. The factors are $\tfrac1{8\pi}\cdot2\pi\cdot4\sigma\cdot2\sigma\cdot2P_l$:

$$C_{l1}=\lambda_l\int d\Omega_n\,S\,Y_1Y_l,\qquad \lambda_l=4\int_0^1\sigma^2P_l(\sigma)\,d\sigma. \tag{22}$$

Here $\lambda_1=1$ recovers (16), $\lambda_3=2(\tfrac56-\tfrac34)=\tfrac16$, and $\lambda_5=-0.0208$. For constant $S$ orthogonality removes all mixing and (21) is an equality. For isotropic elasticity $S$ is symmetric about $\mathbf a$, so only harmonics of the same azimuthal order mix, one for each $l$. Keeping $l=1,3$, the inverse of the $2\times2$ matrix gives $\tau^{\rm full}\approx(C_{11}-C_{31}^2/C_{33})^{-1}$, so the relative gap is of order $C_{31}^2/C_{11}C_{33}$ and contains $\lambda_3^2=1/36$.

## 7. Cubic elasticity

A cubic crystal has $\Gamma_{xx}=c_{11}\hat q_x^2+c_{44}(\hat q_y^2+\hat q_z^2)$, $\Gamma_{xy}=(c_{12}+c_{44})\hat q_x\hat q_y$ and cyclic forms. The modes are in general neither longitudinal nor transverse, but (7) and (16) hold unchanged. The tensor $3\langle n_in_jS\rangle$ is invariant under the fourfold rotation, so by the argument leading to (3) it is diagonal with $\tau_x=\tau_y$. The isotropic model uses averages over $\hat{\mathbf q}$. With $c^*=c_{11}-c_{12}-2c_{44}$ and $1=\sum_i\hat q_i^4+2\sum_{i<k}\hat q_i^2\hat q_k^2$ one finds $\hat{\mathbf q}\cdot\Gamma\cdot\hat{\mathbf q}=c_{12}+2c_{44}+c^*\sum_i\hat q_i^4$, and the mean of $\sum_i\hat q_i^4$ is $3/5$. The trace $c_{11}+2c_{44}$ is set equal to $c_L+2c_T$:

$$c_L=c_{12}+2c_{44}+\tfrac35c^*,\qquad c_T=c_{44}+\tfrac15c^*. \tag{23}$$

## 8. Mobility

With $f_1=eF\tau_iv_i\,\partial f_0/\partial E$, the shell mean $\overline{v_i^2}=2E/3m_i$, and $-\partial f_0/\partial E=f_0/k_BT$ for nondegenerate electrons, the current per electron gives $\mu_i=(e/m_i)\,\tfrac23\int\epsilon^{3/2}\tau_ie^{-\epsilon}d\epsilon/\Gamma(\tfrac32)$, where $\epsilon=E/k_BT$ and $\Gamma(\cdot)$ is the gamma function. Since $P\propto E^{1/2}$, $\tau_i=\tau_i(k_BT)\,\epsilon^{-1/2}$, the integral is $\Gamma(2)=1$, and $\tfrac32\Gamma(\tfrac32)=\tfrac34\sqrt\pi$. A field along a cube axis is parallel to two of six equally filled valleys and normal to four:

$$\mu_i=\frac4{3\sqrt\pi}\frac{e\,\tau_i(k_BT)}{m_i},\qquad \mu=\frac{\mu_l+2\mu_t}3,\qquad \frac{\mu_t}{\mu_l}=K\frac{\tau_t}{\tau_l}. \tag{24}$$

## 9. Worked example

The inputs are rough silicon sizes: $m_l\approx0.92\,m_e$, $m_t\approx0.19\,m_e$, $c_{11},c_{12},c_{44}\approx170,64,80$ GPa, $\rho\approx2300$ kg/m³, $\Xi_u\approx9$ eV. The value $\Xi_d=1$ eV is chosen, and $T=300$ K, $E=k_BT$. A change of $\Xi_u$ by 0.5 eV alone moves both relaxation times by about 10%, so even their second figure is uncertain; more figures are carried only so that the arithmetic can be followed against the numerical output below.

Equation (23) with $c^*=-54.0$ GPa gives $c_L=191.6$ GPa and $c_T=69.2$ GPa. By (1), $\Xi_L$ falls from 10 eV at $\theta=0$ through 5.5 eV at $45^\circ$ to 1 eV at $90^\circ$, and $\Xi_T$ peaks at 4.5 eV at $45^\circ$. The largest transfer on the shell, $2\sqrt{2m_lE}/\hbar$, with $v_L=9127$ m/s has $x=0.367$; the final-state count then changes by $-0.041$ relative to equipartition, against $-0.039$ from (9). The same indicator grows for slow electrons, to $-0.12$ at $E=k_BT/4$ and $-0.31$ at $E=k_BT/10$, which carry little weight in (24), and on cooling, to $-0.18$ at 77 K and $E=k_BT$; $x$ reaches one near 40 K.

With $K=4.842$, $\alpha=3.842$, $L=0.5607$, $J=0.3836$, Eq. (19) gives $A_l=0.8280$, $B_l=0.7183$, $A_t=0.4165$, $B_t=0.26555$. Equation (10) gives $D=6.229\times10^{44}$ J⁻¹m⁻³, so that $P\,(1\,\mathrm{eV})^2/c_L=2.0596\times10^{10}$ s⁻¹ and $P\,(1\,\mathrm{eV})^2/c_T=5.7025\times10^{10}$ s⁻¹. The four terms of (2), in s⁻¹, are:

- $l$, $L$: $(1+2\cdot0.8280\cdot9+0.7183\cdot81)\times2.0596\times10^{10}=1.526\times10^{12}$
- $l$, $T$: $0.10968\cdot81\times5.7025\times10^{10}=5.066\times10^{11}$
- $t$, $L$: $(1+2\cdot0.4165\cdot9+0.26555\cdot81)\times2.0596\times10^{10}=6.180\times10^{11}$
- $t$, $T$: $0.15092\cdot81\times5.7025\times10^{10}=6.971\times10^{11}$

Adding and inverting, $\tau_l=4.92\times10^{-13}$ s (0.49 ps) and $\tau_t=7.60\times10^{-13}$ s (0.76 ps), with $\tau_l/\tau_t=0.647$. Shear phonons supply 25% of $1/\tau_l$ and 53% of $1/\tau_t$. The mean (17) is $1.554\times10^{12}$ s⁻¹. Equations (2), (16) and (17) were tested against a double quadrature of (7) over the unscaled ellipsoid, and (1) and (6) against finite-difference strains of the eigenmodes of (5).

For isotropic elasticity the solution of (12) in odd harmonics, tested for convergence and for its residual away from the quadrature nodes, exceeds the Herring-Vogt times by $1.1\times10^{-4}$ of $\tau_l$ and $4.8\times10^{-3}$ of $\tau_t$. The ratios $C_{31}/C_{11}$ are 0.0099 and 0.0757; their squares, $9.8\times10^{-5}$ and $5.7\times10^{-3}$, have the size of these gaps. For cubic elasticity the gaps are $7\times10^{-5}$ and $5.5\times10^{-3}$.

Cubic elasticity changes the projected times more: $\tau_l=4.25\times10^{-13}$ s and $\tau_t=6.68\times10^{-13}$ s, which are 0.864 and 0.879 of the isotropic values, while the ratio moves from 0.647 to 0.636. Two directions show the sign. Along the axis $w=(\Xi_d+\Xi_u)^2/c_{11}$, and $c_{11}<c_L$. For $\hat{\mathbf q}=(1,0,1)/\sqrt2$ the coupled shear mode $(1,0,-1)/\sqrt2$ has eigenvalue $\Gamma_{xx}-\Gamma_{xz}=(c_{11}-c_{12})/2=53$ GPa, below $c_T$. Not every direction goes this way: for $\hat{\mathbf q}=(1,1,0)/\sqrt2$, $w=\Xi_d^2/[(c_{11}+c_{12}+2c_{44})/2]$ with a stiffness of 197 GPa, above $c_L$, and about a fifth of the directions $\mathbf n$ have a smaller $w$ than in the isotropic model. The sign and size of the change come from the average (16) over all directions.

Equation (24), with the factor 0.7523, gives for isotropic elasticity $\mu_l=0.0708$ and $\mu_t=0.5295$ m²/(V s), $\mu_t/\mu_l=4.842/0.647=7.48$ and $\mu=0.377$ m²/(V s). The cubic values are $\mu_t/\mu_l=7.61$ and $\mu=0.33$ m²/(V s), or about 3300 cm²/(V s). With $m_l,m_t=0.916,\,0.1905\,m_e$ and $c_{11},c_{12},c_{44}=165.7,\,63.9,\,79.6$ GPa the cubic mobility is about 3200 cm²/(V s) and the factors 0.864 and 0.879 become 0.853 and 0.869; across the scan of $\Xi_d$ below it ranges from about 1600 to 5000 cm²/(V s). These mobilities contain intravalley acoustic scattering alone and are not to be compared with measurement.

The scan over $\Xi_d$ shows that $\tau_l/\tau_t$ changes strongly between $-9$ and $-3$ eV and weakly between 0 and 6 eV. The isotropic ratio $\tau_l/\tau_t$ is 2.32, 1.58, 0.89, 0.67, 0.64 and 0.65 at $\Xi_d=-9,-6,-3,0,3,6$ eV, and the cubic ratio is 2.44, 1.59, 0.89, 0.66, 0.62 and 0.62. For isotropic elasticity the single crossing of one required by (20) lies between $-6$ and $-3$ eV, and the rise from 3 to 6 eV is the start of the return to one. The cubic ratio need not return to one, because $\hat{\mathbf q}\cdot\Gamma^{-1}\cdot\hat{\mathbf q}$, which multiplies $\Xi_d^2$ in (7), then depends on direction; for these inputs its limit is 0.95. The maxima at $\Xi_d=-A_i\Xi_u$ fall between $-9$ and $-6$ eV for $\tau_l$ and between $-6$ and $-3$ eV for $\tau_t$, in accord with the largest tabulated values, $1.65\times10^{-12}$ s at $-6$ eV and $1.16\times10^{-12}$ s at $-3$ eV. The largest gap in (21) among the scanned points is 1.1% of $\tau_l$ for isotropic elasticity (1.3% for cubic), at $\Xi_d=-\Xi_u$. There both couplings (1) vanish on the axis.

## Values computed for the example and the checks

```
rough silicon sizes: ml = 0.92 m_e, mt = 0.19 m_e, rho = 2300 kg/m^3
rough: c11, c12, c44 = 170, 64, 80 GPa; Xu = 9 eV
chosen: Xd = 1 eV, T = 300 K, E = kT = 4.14195e-21 J
c* = -54.0 GPa, cL = 191.6 GPa, cT = 69.2 GPa
vL = 9127 m/s, vT = 5485 m/s
largest LA x = hbar w/kT = 0.3672; 7x^2/24 = 0.0393
final-state count change at that x = -0.0409
theta =  0 deg: X_L = 10.0000 eV, X_T = 0.0000 eV
theta = 30 deg: X_L = 7.7500 eV, X_T = 3.8971 eV
theta = 45 deg: X_L = 5.5000 eV, X_T = 4.5000 eV
theta = 60 deg: X_L = 3.2500 eV, X_T = 3.8971 eV
theta = 90 deg: X_L = 1.0000 eV, X_T = 0.0000 eV
K = 4.84211, alpha = 3.84211, L = 0.56070, J = 0.38361
A_l = 0.82798, B_l = 0.71830, A_l - B_l = 0.10968
A_t = 0.41647, B_t = 0.26555, A_t - B_t = 0.15092
density-of-states mass = 0.32144 m_e
D(kT) = 6.22931e+44 1/(J m^3), P = 1.53726e+59 1/(s m^3 J)
P eV^2/cL = 2.05956e+10 1/s, P eV^2/cT = 5.70247e+10 1/s
l: LA rate = 1.52584e+12 1/s, TA rate = 5.06628e+11 1/s, TA share = 0.2493
t: LA rate = 6.17988e+11 1/s, TA rate = 6.97082e+11 1/s, TA share = 0.5301
mean out-scattering rate = 1.55420e+12 1/s
isotropic HV: tau_l = 4.92013e-13 s, tau_t = 7.60416e-13 s, l/t = 0.6470
cubic HV:     tau_l = 4.25291e-13 s, tau_t = 6.68414e-13 s, l/t = 0.6363
cubic/isotropic: l 0.8644, t 0.8790
lambda_3 = 0.16667, lambda_5 = -0.02083
full l: tau = 4.92067e-13 s, full/HV - 1 = 1.095e-04, C31/C11 = 0.0099
full t: tau = 7.64063e-13 s, full/HV - 1 = 4.797e-03, C31/C11 = 0.0757
energy-average factor = 0.75225
isotropic: mu_l = 0.0708, mu_t = 0.5295 m^2/(V s), mu_t/mu_l = 7.4836
isotropic: six-valley mu = 0.3766 m^2/(V s) = 3766 cm^2/(V s)
cubic: mu_l = 0.0612, mu_t = 0.4655 m^2/(V s), mu_t/mu_l = 7.6102
cubic: six-valley mu = 0.3307 m^2/(V s) = 3307 cm^2/(V s)
scan: Xd (eV), tau_l (s), tau_t (s), l/t iso, l/t cubic, full/HV-1 l, t
-9  1.6377e-12  7.0482e-13  2.3235  2.4388  1.13e-02  3.91e-03
-6  1.6538e-12  1.0469e-12  1.5797  1.5869  5.38e-03  7.11e-04
-3  1.0315e-12  1.1597e-12  0.8895  0.8929  4.51e-04  1.21e-03
+0  5.8654e-13  8.7713e-13  0.6687  0.6628  3.78e-05  4.44e-03
+3  3.5573e-13  5.5909e-13  0.6363  0.6164  2.37e-04  4.65e-03
+6  2.3321e-13  3.5614e-13  0.6548  0.6246  3.17e-04  3.67e-03
```
